# Vapour-pressure lines of a precursor: triple point and enthalpy of melting: verification in Python

```python
# RESULT UNDER TEST
# The sublimation and vaporisation curves of a pure precursor cross at its
# triple point. There R*(m_l - m_s) equals the enthalpy of melting, when the
# vapour is ideal and condensed volumes are negligible; m = d ln p / d(1/T).
# Without these approximations each slope is m = -dH/(R*dZ), dZ = p*dV/(R*T).
# Symbols: T temperature, p pressure, mu molar chemical potential,
# H enthalpy, S entropy, Cp heat capacity, V volume (all molar);
# s solid, l liquid, g vapour. Internal units are SI.
# Parameters are round model values in the rough regime of trimethylindium.
import numpy as np
from scipy.constants import R, torr
from scipy.optimize import brentq

T_REF, P_REF = 360.0, torr
H_REF = {"s": -60000.0, "l": -48000.0, "g": 0.0}
S_REF = {"s": -208.0, "l": -174.8, "g": 0.0}
CP = {"s": 170.0, "l": 200.0, "g": 130.0}
VOL = {"s": 100e-6, "l": 110e-6}
B_REF = -1500e-6  # second virial coefficient at T_REF, m3/mol

# Each model is a set of effects that are switched on.
MODELS = {"ideal": set(), "heat capacity": {"cp"}, "real vapour": {"gas"},
          "volumes": {"vol"}, "full": {"cp", "gas", "vol"}}


def mu(phase, T, p, model):
    cp = CP[phase] if "cp" in model else 0.0
    enthalpy = H_REF[phase] + cp * (T - T_REF)
    entropy = S_REF[phase] + cp * np.log(T / T_REF)
    value = enthalpy - T * entropy
    if phase == "g":
        value += R * T * np.log(p / P_REF)
        if "gas" in model:
            value += B_REF * (T_REF / T)**2 * p
    elif "vol" in model:
        value += VOL[phase] * (p - P_REF)
    return value


def log_pressure(phase, T, model):
    def gap(y):
        p = np.exp(y)
        return mu("g", T, p, model) - mu(phase, T, p, model)
    return brentq(gap, np.log(1e-3), np.log(5e5), xtol=1e-13, rtol=1e-14)


def melting_temperature(p, model):
    return brentq(lambda T: mu("s", T, p, model) - mu("l", T, p, model),
                  340, 385, xtol=1e-12, rtol=1e-14)


def enthalpy(phase, T, p, model, h=0.05):
    return -T**2 * (mu(phase, T + h, p, model) / (T + h)
                    - mu(phase, T - h, p, model) / (T - h)) / (2 * h)


def volume(phase, T, p, model):
    h = 1e-4 * p
    return (mu(phase, T, p + h, model) - mu(phase, T, p - h, model)) / (2 * h)


def local_slope(phase, T, model, h=0.05):
    rise = log_pressure(phase, T + h, model) - log_pressure(phase, T - h, model)
    return rise / (1 / (T + h) - 1 / (T - h))


T_FIT = {"s": np.linspace(290, 330, 9), "l": np.linspace(365, 385, 9)}


def fit_line(phase, model, foreign_gas=0.0):
    T = T_FIT[phase]
    p = np.array([np.exp(log_pressure(phase, t, model)) for t in T])
    slope, intercept = np.polyfit(1000 / T, np.log((p + foreign_gas) / torr), 1)
    return 1000 * slope, intercept


results = {}
for name, model in MODELS.items():
    Tt = brentq(lambda T: log_pressure("s", T, model)
                - log_pressure("l", T, model), 340, 385, xtol=1e-11)
    pt = np.exp(log_pressure("s", Tt, model))
    # Melting located without any reference to the vapour
    assert abs(melting_temperature(pt, model) - Tt) < 1e-6
    H = {k: enthalpy(k, Tt, pt, model) for k in "slg"}
    V = {k: volume(k, Tt, pt, model) for k in "slg"}
    fusion = H["l"] - H["s"]
    heat = H_REF["l"] - H_REF["s"]
    if "cp" in model:
        heat += (CP["l"] - CP["s"]) * (Tt - T_REF)
    assert abs(fusion - heat) < 1.0  # calorimetric heat of melting
    m = {k: local_slope(k, Tt, model) for k in "sl"}
    dZ = {k: pt * (V["g"] - V[k]) / (R * Tt) for k in "sl"}
    for k in "sl":
        assert abs(m[k] / (-(H["g"] - H[k]) / (R * dZ[k])) - 1) < 1e-6
    assert abs(R * (dZ["l"] * m["l"] - dZ["s"] * m["s"]) / fusion - 1) < 1e-5
    local = R * (m["l"] - m["s"])
    line = {k: fit_line(k, model) for k in "sl"}
    distant = R * (line["l"][0] - line["s"][0])
    crossing = (line["l"][0] - line["s"][0]) / (line["s"][1] - line["l"][1])
    results[name] = dict(Tt=Tt, pt=pt, H=H, fusion=fusion, m=m, dZ=dZ,
                         local=local, line=line, distant=distant,
                         crossing=crossing, Zg=pt * V["g"] / (R * Tt))

ideal, full = results["ideal"], results["full"]
cp_only, gas_only = results["heat capacity"], results["real vapour"]

# Straight-line theorem, and the cause of each departure from it
assert abs(ideal["crossing"] - ideal["Tt"]) < 1e-5
assert abs(ideal["distant"] / ideal["fusion"] - 1) < 1e-6
assert abs(cp_only["local"] / cp_only["fusion"] - 1) < 1e-5
assert cp_only["distant"] > 1.1 * cp_only["fusion"]
assert cp_only["crossing"] < cp_only["Tt"] - 1
assert abs(gas_only["local"] * gas_only["Zg"] / gas_only["fusion"] - 1) < 1e-5
assert gas_only["distant"] < gas_only["fusion"]

# Heat-capacity correction of enthalpies fitted away from the triple point
T_mean = {k: 1 / np.mean(1 / T_FIT[k]) for k in "sl"}


def corrected_fusion(r):
    return (r["distant"] + (CP["g"] - CP["s"]) * (r["Tt"] - T_mean["s"])
            - (CP["g"] - CP["l"]) * (r["Tt"] - T_mean["l"]))


assert abs(corrected_fusion(cp_only) / cp_only["fusion"] - 1) < 0.01

# Stable phase and relative vapour pressure below the triple point
T_use = 300.0
p_use = {name: {k: np.exp(log_pressure(k, T_use, MODELS[name])) for k in "sl"}
         for name in ("ideal", "full")}
ratio = {name: v["l"] / v["s"] for name, v in p_use.items()}
ratio_formula = np.exp(ideal["fusion"] / R * (1 / T_use - 1 / ideal["Tt"]))
assert abs(ratio["ideal"] / ratio_formula - 1) < 1e-6
for name in ("ideal", "full"):
    p_between = np.sqrt(p_use[name]["s"] * p_use[name]["l"])
    potentials = {k: mu(k, T_use, p_between, MODELS[name]) for k in "slg"}
    assert min(potentials, key=potentials.get) == "s"

# Independent one-percent standard errors in the two slopes
H_sub = ideal["H"]["g"] - ideal["H"]["s"]
H_vap = ideal["H"]["g"] - ideal["H"]["l"]
error_formula = 0.01 * np.hypot(H_sub, H_vap)
rng = np.random.default_rng(4)
noise = rng.normal(0, 0.01, (2, 200000))
sampled = -R * (ideal["m"]["s"] * (1 + noise[0])
                - ideal["m"]["l"] * (1 + noise[1]))
assert abs(np.std(sampled) / error_formula - 1) < 0.01

# A constant foreign-gas pressure included in every gauge reading
offset = 0.1 * torr
dirty = {k: fit_line(k, MODELS["ideal"], offset) for k in "sl"}
dirty_fusion = R * (dirty["l"][0] - dirty["s"][0])
assert dirty_fusion < ideal["fusion"]

# Inert carrier gas: total pressure acts on the condensed phases
P_total = 760 * torr
model = MODELS["full"]
p_carrier = np.exp(brentq(
    lambda y: mu("g", T_use, np.exp(y), model) - mu("s", T_use, P_total, model),
    np.log(1e-3), np.log(5e5), xtol=1e-13))
enhancement = p_carrier / p_use["full"]["s"]
enhancement_formula = np.exp(VOL["s"] * (P_total - p_use["full"]["s"])
                             / (R * T_use))
assert abs(enhancement - enhancement_formula) < 1e-4
melt_shift = melting_temperature(P_total, model) - full["Tt"]
shift_formula = (full["Tt"] * (VOL["l"] - VOL["s"]) / full["fusion"]
                 * (P_total - full["pt"]))
assert abs(melt_shift / shift_formula - 1) < 1e-3

print("INPUTS (round model values)")
print(f"reference temperature: {T_REF:.0f} K")
print(f"sublimation enthalpy there: {-H_REF['s']/1000:.1f} kJ/mol")
print(f"vaporisation enthalpy there: {-H_REF['l']/1000:.1f} kJ/mol")
print(f"sublimation entropy, vapour at 1 Torr: {-S_REF['s']:.1f} J/mol/K")
print(f"vaporisation entropy, vapour at 1 Torr: {-S_REF['l']:.1f} J/mol/K")
print(f"Cp solid, liquid, vapour: {CP['s']:.0f}, {CP['l']:.0f}, "
      f"{CP['g']:.0f} J/mol/K")
print(f"molar volume solid, liquid: {VOL['s']*1e6:.0f}, "
      f"{VOL['l']*1e6:.0f} cm3/mol")
print(f"second virial coefficient at reference: {B_REF*1e6:.0f} cm3/mol")
print("virial coefficient varies as 1/T^2")
print("STRAIGHT LINES: log10(p/Torr) = A - B/T")
for k, label in (("s", "solid"), ("l", "liquid")):
    slope, intercept = ideal["line"][k]
    print(f"{label}: A = {intercept/np.log(10):.4f}, "
          f"B = {-slope/np.log(10):.2f} K")
    print(f"{label} slope of ln p against 1/T: {slope:.1f} K")
print(f"crossing: {ideal['crossing']:.2f} K, {ideal['pt']/torr:.1f} Torr")
print(f"crossing in Celsius: {ideal['crossing']-273.15:.2f} C")
print(f"slope difference m_l - m_s: {ideal['distant']/R:.1f} K")
print(f"melting enthalpy from slopes: {ideal['distant']/1000:.3f} kJ/mol")
print(f"at {T_use:.0f} K, solid: {p_use['ideal']['s']/torr:.3f} Torr")
print(f"at {T_use:.0f} K, liquid line: {p_use['ideal']['l']/torr:.3f} Torr")
print(f"liquid/solid pressure ratio: {ratio['ideal']:.3f}")
print("EFFECTS: triple T (K); local and distant-fit errors (%)")
for name, r in results.items():
    print(f"{name}: {r['Tt']:.2f}; {100*(r['local']/r['fusion']-1):+.2f}; "
          f"{100*(r['distant']/r['fusion']-1):+.2f}")
print("FULL MODEL")
print(f"triple point: {full['Tt']:.2f} K, {full['pt']/torr:.1f} Torr")
print(f"true melting enthalpy: {full['fusion']/1000:.3f} kJ/mol")
print(f"from local slopes: {full['local']/1000:.3f} kJ/mol")
print(f"vapour compressibility factor: {full['Zg']:.5f}")
print(f"dZ solid, liquid: {full['dZ']['s']:.5f}, {full['dZ']['l']:.5f}")
print(f"mean fit T solid, liquid: {T_mean['s']:.2f}, {T_mean['l']:.2f} K")
print(f"distant-fit melting enthalpy: {full['distant']/1000:.3f} kJ/mol")
print(f"after Cp correction: {corrected_fusion(full)/1000:.3f} kJ/mol")
print(f"Cp-only model after correction: {corrected_fusion(cp_only)/1000:.3f} "
      "kJ/mol")
print(f"Cp-only true melting enthalpy: {cp_only['fusion']/1000:.3f} kJ/mol")
print(f"distant-fit crossing: {full['crossing']:.2f} K")
print(f"crossing error: {full['crossing']-full['Tt']:+.2f} K")
print(f"at {T_use:.0f} K, solid: {p_use['full']['s']/torr:.3f} Torr")
print(f"liquid/solid pressure ratio: {ratio['full']:.3f}")
print("MEASUREMENT AND DELIVERY")
print(f"1% slope errors give: {error_formula/1000:.3f} kJ/mol")
print(f"relative to melting enthalpy: {100*error_formula/ideal['fusion']:.1f} %")
print(f"foreign gas in gauge: {offset/torr:.1f} Torr")
print(f"melting enthalpy then inferred: {dirty_fusion/1000:.3f} kJ/mol")
print(f"carrier-gas total pressure: {P_total/torr:.0f} Torr")
print(f"solid vapour-pressure increase: {100*(enhancement-1):.3f} %")
print(f"melting-temperature shift: {melt_shift:.4f} K")
print("all good")
```

It prints:

```
INPUTS (round model values)
reference temperature: 360 K
sublimation enthalpy there: 60.0 kJ/mol
vaporisation enthalpy there: 48.0 kJ/mol
sublimation entropy, vapour at 1 Torr: 208.0 J/mol/K
vaporisation entropy, vapour at 1 Torr: 174.8 J/mol/K
Cp solid, liquid, vapour: 170, 200, 130 J/mol/K
molar volume solid, liquid: 100, 110 cm3/mol
second virial coefficient at reference: -1500 cm3/mol
virial coefficient varies as 1/T^2
STRAIGHT LINES: log10(p/Torr) = A - B/T
solid: A = 10.8646, B = 3134.02 K
solid slope of ln p against 1/T: -7216.3 K
liquid: A = 9.1304, B = 2507.21 K
liquid slope of ln p against 1/T: -5773.1 K
crossing: 361.45 K, 156.2 Torr
crossing in Celsius: 88.30 C
slope difference m_l - m_s: 1443.3 K
melting enthalpy from slopes: 12.000 kJ/mol
at 300 K, solid: 2.617 Torr
at 300 K, liquid line: 5.930 Torr
liquid/solid pressure ratio: 2.266
EFFECTS: triple T (K); local and distant-fit errors (%)
ideal: 361.45; -0.00; -0.00
heat capacity: 361.44; -0.00; +25.14
real vapour: 361.45; +1.05; -5.22
volumes: 361.45; +0.04; -0.48
full: 361.45; +1.10; +19.65
FULL MODEL
triple point: 361.45 K, 158.0 Torr
true melting enthalpy: 12.044 kJ/mol
from local slopes: 12.176 kJ/mol
vapour compressibility factor: 0.98957
dZ solid, liquid: 0.98887, 0.98880
mean fit T solid, liquid: 309.46, 374.89 K
distant-fit melting enthalpy: 14.410 kJ/mol
after Cp correction: 11.389 kJ/mol
Cp-only model after correction: 12.051 kJ/mol
Cp-only true melting enthalpy: 12.043 kJ/mol
distant-fit crossing: 358.44 K
crossing error: -3.01 K
at 300 K, solid: 2.405 Torr
liquid/solid pressure ratio: 2.126
MEASUREMENT AND DELIVERY
1% slope errors give: 0.768 kJ/mol
relative to melting enthalpy: 6.4 %
foreign gas in gauge: 0.1 Torr
melting enthalpy then inferred: 10.564 kJ/mol
carrier-gas total pressure: 760 Torr
solid vapour-pressure increase: 0.406 %
melting-temperature shift: 0.0241 K
all good
```
